# The Double-Schottky Barrier at a Charged Grain Boundary: a numerical check

```python
"""Symmetric double-Schottky barrier at a grain boundary.

Result under test:  Phi = e^2 N_s^2 / (8 eps N_d)   (SI, eps = eps_r eps_0)
  N_s  trapped electrons per area at the interface (net charge -e N_s)
  N_d  uniform, fully ionized donor density in both grains
  Phi  band edge at the interface minus band edge deep in the grain
Internal units: nm and eV.  coupling = e^2/eps in eV nm.
u(x) is the electron potential energy, zero deep in the grain.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# ---------- rough typical values for a zinc oxide varistor ----------
eps_r = 8.5
donors_cm3 = 1.0e18
trapped_cm2 = 5.5e12
mass_ratio = 0.25
temperature = 300.0
grain_nm = 1.0e4
deep_fraction = 0.10      # assumed deep donors relative to N_d
deep_level = 0.30         # assumed depth below the band edge, eV

N_d = donors_cm3 * 1e-21
N_s = trapped_cm2 * 1e-14
coupling = const.e / (eps_r * const.epsilon_0) * 1e9
k_B = const.k / const.e
kT = k_B * temperature


def depletion_barrier(n_s):
    return coupling * n_s**2 / (8 * N_d)


Phi = depletion_barrier(N_s)
w = N_s / (2 * N_d)
peak_field = coupling * N_s / 2            # V/nm


# ---------- electrostatics by summing thin charged sheets ----------
def sheet_energy(position, left_width, right_width, count=20000):
    """Electron energy from donor sheets and the interface sheet."""
    total = -N_s * abs(position)
    for sign, width in ((-1, left_width), (1, right_width)):
        places = sign * (np.arange(count) + 0.5) * width / count
        total += N_d * width / count * np.sum(np.abs(position - places))
    return coupling * total / 2


far = 5 * w
u_left, u_right = sheet_energy(-far, w, w), sheet_energy(far, w, w)
sheet_height = sheet_energy(0.0, w, w) - u_left
assert abs(u_left - u_right) < 1e-8
assert abs(sheet_height - Phi) < 1e-6
for fraction in (0.2, 0.5, 0.8):
    profile = sheet_energy(fraction * w, w, w) - u_right
    assert abs(profile - Phi * (1 - fraction)**2) < 1e-6

# Bias at fixed interface charge: find the widths numerically.
bias = 0.5


def bias_error(left_width):
    right_width = N_s / N_d - left_width
    return (sheet_energy(-far, left_width, right_width)
            - sheet_energy(far, left_width, right_width) - bias)


left_width = brentq(bias_error, 0.1 * w, 1.5 * w)
biased_height = (sheet_energy(0.0, left_width, 2 * w - left_width)
                 - sheet_energy(-far, left_width, 2 * w - left_width))
assert abs(biased_height - Phi * (1 - bias / (4 * Phi))**2) < 1e-6

# Gaussian units, evaluated separately in statcoulomb, cm and erg.
e_gauss = const.e * const.c * 10
Phi_gauss = (np.pi * e_gauss**2 * trapped_cm2**2
             / (2 * eps_r * donors_cm3)) * 1e-7 / const.e
assert abs(Phi_gauss / Phi - 1) < 1e-6


# ---------- nonlinear Poisson equation by finite differences ----------
def solve_poisson(n_s, charge, thermal, start=None, points=3001):
    """Solve u'' = coupling*charge(u), u'(0) = -coupling*n_s/2, u(L) = 0."""
    debye = np.sqrt(thermal / (coupling * N_d))
    length = n_s / (2 * N_d) + 25 * debye
    h = length / (points - 1)
    u = np.zeros(points - 1) if start is None else start.copy()
    for _ in range(200):
        rho, slope = charge(u)
        right = np.append(u[1:], 0.0)
        left = np.append(u[1] + h * coupling * n_s, u[:-1])
        residual = (left - 2 * u + right) / h**2 - coupling * rho
        bands = np.zeros((3, points - 1))
        bands[0, 1:] = 1 / h**2
        bands[0, 1] = 2 / h**2
        bands[1] = -2 / h**2 - coupling * slope
        bands[2, :-1] = 1 / h**2
        change = solve_banded((1, 1), bands, -residual)
        u = u + change
        if np.max(np.abs(change)) < 1e-8:
            return u
    raise AssertionError("Poisson solver did not converge")


def boltzmann_charge(thermal):
    def charge(u):
        electrons = N_d * np.exp(-u / thermal)
        return N_d - electrons, electrons / thermal
    return charge


def relation_height(n_s, thermal):
    """Height from the once-integrated equation with free electrons."""
    target = depletion_barrier(n_s)
    return brentq(lambda p: p + thermal * np.expm1(-p / thermal) - target,
                  1e-9, target + 2 * thermal)


heights = {}
for T in (150.0, 300.0, 400.0):
    heights[T] = solve_poisson(N_s, boltzmann_charge(k_B * T), k_B * T)[0]
    assert abs(heights[T] - Phi - k_B * T) < 1e-4
    assert abs(heights[T] - relation_height(N_s, k_B * T)) < 1e-4

weak_N_s = N_s / 10
weak_Phi = depletion_barrier(weak_N_s)
weak_height = solve_poisson(weak_N_s, boltzmann_charge(kT), kT)[0]
assert abs(weak_height - relation_height(weak_N_s, kT)) < 1e-4
assert weak_height > 2 * weak_Phi          # depletion formula fails here

# ---------- Fermi statistics ----------
mass = mass_ratio * const.m_e
N_c = 2 * (mass * const.k * temperature
           / (2 * np.pi * const.hbar**2))**1.5 * 1e-27
s = np.linspace(0, 8, 401)
weights = np.full(s.size, s[1] - s[0])
weights[[0, -1]] /= 2


def fermi_integral(eta, power, prefactor):
    occupation = expit(np.atleast_1d(eta)[:, None] - s**2)
    return prefactor / np.sqrt(np.pi) * (occupation @ (weights * s**power))


eta_bulk = brentq(lambda y: N_c * fermi_integral(y, 2, 4)[0] - N_d, -15, 15)
zeta = -eta_bulk * kT


def fermi_charge(u):
    eta = eta_bulk - u / kT
    return (N_d - N_c * fermi_integral(eta, 2, 4),
            N_c * fermi_integral(eta, 0, 2) / kT)


u_fermi = solve_poisson(N_s, fermi_charge, kT)
fermi_height = u_fermi[0]
pressure_term = kT * N_c * fermi_integral(eta_bulk, 4, 8 / 3)[0] / N_d
assert abs(fermi_height - Phi - pressure_term) < 1e-4

# ---------- deep donors that ionize only near the interface ----------
N_deep = deep_fraction * N_d
u_deep = deep_level - zeta + kT * np.log(2)


def deep_charge(u):
    rho, slope = fermi_charge(u)
    ionized = expit((u - u_deep) / kT)
    return (rho + N_deep * ionized,
            slope + N_deep * ionized * (1 - ionized) / kT)


deep_height = solve_poisson(N_s, deep_charge, kT, start=u_fermi)[0]
deep_estimate = ((Phi + pressure_term) * N_d + N_deep * u_deep) / (N_d + N_deep)
assert abs(deep_height - deep_estimate) < 1e-3

# ---------- tunnelling through both halves of the barrier ----------
wave_factor = np.sqrt(2 * mass * const.e) / const.hbar * 1e-9  # 1/(nm sqrt(eV))


def path_cost(energy):
    """kT times (Boltzmann exponent + WKB exponent), in eV."""
    turning = w * (1 - np.sqrt(energy / Phi))
    action = quad(lambda x: np.sqrt(max(Phi * (1 - x / w)**2 - energy, 0.0)),
                  0, turning, epsabs=1e-11, epsrel=1e-10)[0]
    return energy + kT * 4 * wave_factor * action


best = minimize_scalar(path_cost, bounds=(0.3 * Phi, 0.99999 * Phi),
                       method="bounded", options={"xatol": 1e-8})
eps_abs = eps_r * const.epsilon_0
q = (const.hbar * const.e / (4 * const.k * temperature)
     * np.sqrt(donors_cm3 * 1e6 / (mass * eps_abs)))
assert abs(best.x - Phi / np.cosh(q)**2) < 1e-4
assert abs(best.fun - Phi * np.tanh(q) / q) < 1e-6

patch_donors = N_d * 2 * w**3

# ---------- output ----------
print(f"relative permittivity (rough): {eps_r:.1f}")
print(f"donor density N_d (rough): {donors_cm3:.2e} cm^-3")
print(f"interface density N_s (rough): {trapped_cm2:.2e} cm^-2")
print(f"effective mass (rough): {mass_ratio:.2f} electron masses")
print(f"temperature: {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"e^2/eps: {coupling:.4f} eV nm")
print(f"depletion width per side w: {w:.2f} nm")
print(f"peak field: {peak_field * 10:.3f} MV/cm")
print(f"barrier Phi, formula: {Phi:.4f} eV = {Phi * const.e:.3e} J")
print(f"barrier Phi, summed sheets: {sheet_height:.4f} eV")
print(f"barrier Phi, Gaussian form: {Phi_gauss:.4f} eV")
print(f"bias example: {bias:.2f} V")
print(f"forward barrier at that bias, fixed N_s: {biased_height:.4f} eV")
for T in (150.0, 300.0, 400.0):
    print(f"Poisson with free electrons, {T:.0f} K: {heights[T]:.4f} eV,"
          f" excess {heights[T] - Phi:.4f} eV, kT {k_B * T:.4f} eV")
print(f"weak case N_s: {weak_N_s * 1e14:.2e} cm^-2")
print(f"weak case, depletion formula: {weak_Phi:.5f} eV")
print(f"weak case, Poisson solution: {weak_height:.5f} eV")
print(f"band density of states N_c: {N_c * 1e21:.3e} cm^-3")
print(f"bulk E_c - E_F (zeta): {zeta:.4f} eV")
print(f"pressure term P/N_d: {pressure_term:.4f} eV")
print(f"barrier with Fermi statistics: {fermi_height:.4f} eV")
print(f"same, above the Fermi level: {fermi_height + zeta:.4f} eV")
print(f"deep donors (assumed): {deep_fraction * 100:.0f} % of N_d,"
      f" {deep_level:.2f} eV deep")
print(f"band bending at which they ionize: {u_deep:.4f} eV")
print(f"barrier with deep donors, Poisson: {deep_height:.4f} eV")
print(f"barrier with deep donors, estimate: {deep_estimate:.4f} eV")
print(f"shift caused by deep donors: {deep_height - fermi_height:.4f} eV")
print(f"tunnelling parameter q: {q:.4f}")
print(f"most probable crossing energy: {best.x:.4f} eV")
print(f"apparent height with tunnelling: {best.fun:.4f} eV")
print(f"gain of leading exponential: {np.exp((Phi - best.fun) / kT):.2f}")
print(f"mean donor spacing N_d^(-1/3): {N_d**(-1 / 3):.1f} nm")
print(f"donors in patch w x w x 2w: {patch_donors:.1f}")
print(f"relative scatter of that number: {100 / np.sqrt(patch_donors):.1f} %")
print(f"grain size (rough): {grain_nm / 1000:.0f} um,"
      f" grain size/(2w): {grain_nm / (2 * w):.0f}")
print("OK")
```

Printed output:

```
relative permittivity (rough): 8.5
donor density N_d (rough): 1.00e+18 cm^-3
interface density N_s (rough): 5.50e+12 cm^-2
effective mass (rough): 0.25 electron masses
temperature: 300 K, kT = 0.0259 eV
e^2/eps: 2.1288 eV nm
depletion width per side w: 27.50 nm
peak field: 0.585 MV/cm
barrier Phi, formula: 0.8050 eV = 1.290e-19 J
barrier Phi, summed sheets: 0.8050 eV
barrier Phi, Gaussian form: 0.8050 eV
bias example: 0.50 V
forward barrier at that bias, fixed N_s: 0.5744 eV
Poisson with free electrons, 150 K: 0.8179 eV, excess 0.0129 eV, kT 0.0129 eV
Poisson with free electrons, 300 K: 0.8308 eV, excess 0.0259 eV, kT 0.0259 eV
Poisson with free electrons, 400 K: 0.8394 eV, excess 0.0345 eV, kT 0.0345 eV
weak case N_s: 5.50e+11 cm^-2
weak case, depletion formula: 0.00805 eV
weak case, Poisson solution: 0.02348 eV
band density of states N_c: 3.137e+18 cm^-3
bulk E_c - E_F (zeta): 0.0267 eV
pressure term P/N_d: 0.0273 eV
barrier with Fermi statistics: 0.8323 eV
same, above the Fermi level: 0.8589 eV
deep donors (assumed): 10 % of N_d, 0.30 eV deep
band bending at which they ionize: 0.2913 eV
barrier with deep donors, Poisson: 0.7831 eV
barrier with deep donors, estimate: 0.7831 eV
shift caused by deep donors: -0.0492 eV
tunnelling parameter q: 0.2463
most probable crossing energy: 0.7580 eV
apparent height with tunnelling: 0.7891 eV
gain of leading exponential: 1.85
mean donor spacing N_d^(-1/3): 10.0 nm
donors in patch w x w x 2w: 41.6
relative scatter of that number: 15.5 %
grain size (rough): 10 um, grain size/(2w): 182
OK
```
